How a silicon–hydrogen bond breaks as the N-th power of current

Suppose the breaking rate of a silicon–hydrogen bond is known at 4 nA and wanted at 1 nA. If each electron had its own small chance of breaking the bond, the rate would fall by a factor of 4. In the model treated here, with the numbers used below, it falls by a factor of about 620,000. The linear guess is then too large by a factor of about 160,000. The remedy is to know how many electrons must cooperate, and over what range of current a power law holds.

**One quantum: the model and its rates**

The bond stretch is a harmonic oscillator of frequency ω and effective mass m, cut off at the breaking energy E_B, which is measured from the ground level. Atomic units are used in the algebra, so ħ = 1; the charge e is kept where it counts electrons. Level n lies nω above the ground level. The bond is broken at the first level whose energy reaches E_B:

N = smallest integer not below E_B/ω.

The bound levels are n = 0, …, N−1. The cut potential is flat outside the well, so a bound level has no outer region into which it could tunnel.

Electrons pass from a source to a drain. The tunnelling amplitude depends on the bond displacement x as t + g x. Writing

x = (a + a†)/√(2mω), a†|n⟩ = √(n+1)|n+1⟩

gives

|⟨n+1|x|n⟩|² = (n+1)/(2mω), ⟨n+2|x|n⟩ = 0.

At first order in g, an electron therefore transfers one quantum at most. Upward rates from level n carry the factor n+1, downward rates the factor n. The harmonic levels and matrix elements are kept up to the cut; this is part of the model. In a well that is really cut flat, the top spacing is 3 to 6% smaller for the cases used below, and when E_B/ω lies just under an integer (for example 9.95) one more level is bound than the rule for N counts. For E_B/ω = 9.6 the cut well does hold 10 levels.

Let ρ_s and ρ_d be the constant densities of states of source and drain, and V the electron energy supplied by the bias, with V > ω. The leads are cold on the scale of V − ω. Source states are filled up to V, drain states up to 0. Without energy transfer, electrons starting between 0 and V find an empty final state, so the golden rule gives

I/e = 2π t² ρ_s ρ_d V.

The small inelastic part of the current is neglected here. An electron that gives up ω must start between ω and V, an interval of length V − ω. The rate for 0→1 is

w = 2π g² ρ_s ρ_d (V − ω)/(2mω).

Dividing by the electron rate removes both densities:

η = w/(I/e) = [g²/(2mωt²)](1 − ω/V), w = ηI/e.

Here η is the excitation probability per electron. If the tip is moved at fixed bias, and t and g change by the same factor, η stays constant and w is proportional to I. Changing the current through the bias would change η as well, and the exponent derived below would not apply.

An electron that absorbs a quantum may start between −ω and V, an interval of length V + ω. The ratio of electron-driven 1→0 and 0→1 rates is thus

κ = (V + ω)/(V − ω).

For N = 1 the first excitation breaks the bond, and

R = w.

The rate is linear in the current, and relaxation plays no part because there is no intermediate level.

**Two quanta: relaxation enters**

Let γ be the 1→0 relaxation rate into the cold solid. This coupling is also taken as linear in x, so level n relaxes at nγ. Populations are assumed to follow rate equations, with no phase memory between jumps. Define

s = w/γ, d = γ + κw.

For N = 2, level 0 goes up at rate w. Level 1 breaks at 2w and returns at d. Let T₀ and T₁ be the mean times to breaking from these levels. From level 0 the system waits 1/w and arrives at level 1:

T₀ = 1/w + T₁.

From level 1 it waits 1/(2w + d), then returns with probability d/(2w + d):

(2w + d)T₁ = 1 + dT₀.

Substituting T₁ = T₀ − 1/w gives

(2w + d)T₀ − 2 − d/w = 1 + dT₀.

The terms dT₀ cancel, leaving

T₀ = 3/(2w) + d/(2w²) = γ/(2w²) + (3 + κ)/(2w).

The rate is the inverse:

R = 2γs²/[1 + (3 + κ)s].

For s ≪ 1 this is 2γs², quadratic in current. The reading is direct: level 1 is occupied with probability s, and an occupied level 1 breaks at rate 2w = 2γs. In the opposite limit, d = 0, the time is 1/w + 1/(2w), the sum of two unhindered steps, as it should be.

**Any number of quanta**

Heat is included now, because it costs no extra algebra. A bath with thermal occupation

n_B = 1/[exp(ω/k_BT_s) − 1],

where T_s is the temperature of the solid, excites at (n+1)γn_B and relaxes at nγ(1+n_B). Their ratio satisfies detailed balance. The total rates are (n+1)W↑ upward and nW↓ downward, with

W↑ = w + γn_B, W↓ = κw + γ(1 + n_B), q = W↓/W↑.

Let τ_n be the mean time to go from n to n+1 for the first time. For brevity write u = (n+1)W↑ and v = nW↓. The mean wait is 1/(u+v). With probability v/(u+v) the system falls to n−1 and then needs τ_{n−1} + τ_n. Hence

(u + v)τ_n = 1 + v(τ_{n−1} + τ_n),

and after cancelling vτ_n,

(n+1)W↑τ_n = 1 + nW↓τ_{n−1}.

The choice y_n = (n+1)τ_n absorbs the level factors:

y_n = 1/W↑ + q y_{n−1}, y_0 = 1/W↑.

Repeated substitution gives a geometric sum,

y_n = (1/W↑)(1 + q + … + qⁿ).

The mean breaking time from the ground level is the sum of τ_n = y_n/(n+1) over the N steps. With p = n+1,

T = (1/W↑) Σ_{p=1}^{N} (1/p) Σ_{j=0}^{p−1} q^j.

For N = 2 this is (3 + q)/(2W↑). With n_B = 0, q = d/w, and the earlier T₀ is recovered.

A second limit shows what happens far from weak excitation. Let w dominate γ, with κ = 1 and no heat. Then q → 1, each inner sum equals p, and T → N/w. The inverse mean time w/N is linear in current for any N. For N > 1 survival is then not a single exponential, so w/N is not the decay constant; for N = 10 the slowest decay constant is 0.138w. The power N thus belongs to weak excitation, where almost every upward step is undone before the next one.

**The weak-excitation limit**

Set n_B = 0. Then W↑ = w = γs and

q = 1/s + κ = (1 + κs)/s,

which is large. The highest power in T is q^{N−1}, from p = N, with coefficient 1/N. The next, q^{N−2}, appears for p = N with coefficient 1/N and for p = N−1 with coefficient 1/(N−1). For N ≥ 2,

T = [q^{N−1}/(Nw)] {1 + [1 + N/(N−1)]/q + O(1/q²)}.

To first order in s,

q^{N−1} = s^{−(N−1)}[1 + (N−1)κs], 1/q = s, 1 + N/(N−1) = (2N−1)/(N−1).

Collecting the terms linear in s gives

T = [s^{−(N−1)}/(Nγs)][1 + cs + O(s²)],

c = κ(N−1) + (2N−1)/(N−1).

Inversion yields the result:

R = Nγs^N[1 − cs + O(s²)].

Since s is proportional to I, R ∝ I^N when cs ≪ 1. For N = 2, c = κ + 3, in agreement with the direct calculation.

The leading term can be read from the populations. With little escape, the upward and downward flows between neighbours balance:

(n+1)wP_n = (n+1)γP_{n+1}.

So P_{n+1} = sP_n and P_{N−1} = s^{N−1}. The last step occurs at Nw, and NwP_{N−1} = Nγs^N. Each power of current is one more excitation that must arrive before the previous one has relaxed.

A measurement sees the local exponent. From ln R = ln(Nγ) + N ln s − cs + …,

d ln R/d ln I = s d ln R/ds = N − cs + ….

The exponent approaches N from below as the current is lowered. The coefficient c was tested by solving the rate equations directly at s = 10⁻⁶, for N = 2, 3, 6, 10 and κ = 0.5, 1 and 1.30. The corrections to rate and exponent both gave c to within 0.1% of its value.

**Why an inverse mean time is a rate**

A mean time defines a rate if survival is a single exponential. Write the rate equations for the bound levels as dP/dt = −MP, with decay constants λ_i, the eigenvalues of M. The element (M⁻¹)_{mk} is the mean total time spent in level m after a start in level k. Hence T = Σ_m (M⁻¹)_{m0}.

Every path from 0 to N passes through m, because the steps have length one. Before the first arrival at m no time is spent there. The time in m is therefore the same for a start in 0 and a start in m: (M⁻¹)_{m0} = (M⁻¹)_{mm}. The sum becomes a trace, and

T = Σ_m (M⁻¹)_{mm} = Σ_i 1/λ_i.

For w → 0 and no heat, M is triangular with diagonal entries 0, γ, 2γ, …, (N−1)γ. One decay constant is very small, and the others approach these multiples of γ. Therefore

1/λ₁ = T − (1/γ)(1 + 1/2 + … + 1/(N−1)) + ….

The subtracted term is smaller than T by a factor of order s^N. After a few lifetimes 1/γ, the slow exponential remains, with rate 1/T to that accuracy. For N = 3, s = 0.02 and κ = 1.30, the survival probabilities at T/2, T and 2T agreed with exp(−1/2), exp(−1) and exp(−2) within a relative 2×10⁻⁴.

**How little heat is negligible**

For small s and n_B, q ≈ 1/(s + n_B) and W↑ = γ(s + n_B). The leading term of T then gives

R ≈ Nγ(s + n_B)^N.

Heat multiplies the cold rate by (1 + n_B/s)^N, which is close to 1 + Nn_B/s when that correction is small. The condition is thus Nn_B ≪ s. It is not enough that n_B be much smaller than 1. If s ≪ n_B, the rate tends to Nγn_B^N and no longer depends on current.

The exponent of (s + n_B)^N is Ns/(s + n_B) ≈ N − Nn_B/s. Together with the electronic correction,

d ln R/d ln I ≈ N − cs − Nn_B/s.

Lowering the current reduces the second term but enlarges the third. Setting the derivative with respect to s to zero gives −c + Nn_B/s² = 0, so

s_best = √(Nn_B/c), largest exponent ≈ N − 2√(cNn_B).

At a given temperature there is a current of best approach to N, and the exponent falls on both sides of it.

**Numbers for a bond under a tip**

Take illustrative values for a silicon–hydrogen bond under a scanning tunnelling tip: ω = 0.26 eV, E_B = 2.5 eV, lifetime 10 ns, bias 2 V and 300 K. The excitation probability is set to η = 2×10⁻⁴. Since 2.5/0.26 = 9.6, N = 10. One electron can pay for at most 7 quanta, so it cannot break the bond alone.

At 1 nA, 6.24×10⁹ electrons pass per second. Then

w = 2×10⁻⁴ × 6.24×10⁹ s⁻¹ = 1.25×10⁶ s⁻¹,

s = 1.25×10⁶/10⁸ = 0.0125,

κ = 2.26/1.74 = 1.30,

c = 1.30 × 9 + 19/9 = 13.8, cs = 0.17.

The leading law gives

R = 10 × 10⁸ s⁻¹ × (0.01248)¹⁰ = 9.2×10⁻¹¹ s⁻¹.

The full ladder without heat gives 7.7×10⁻¹¹ s⁻¹, about 16% below the leading law; the first correction predicts 17%. At 300 K, n_B = 4.3×10⁻⁵ and Nn_B/s = 0.034. Heat raises the cold rate by 3%, to 8.0×10⁻¹¹ s⁻¹. The mean breaking time is 1.2×10¹⁰ s, or about 400 years.

At 300 K the exponent is 9.82 at 0.25 nA, 9.85 at 0.5 nA, 9.80 at 1 nA, 9.35 at 4 nA and 8.78 at 8 nA. The maximum is the one predicted: the estimate gives 9.85 near 0.45 nA, and the ladder also gives 9.85.

One break per second needs 12.2 nA. There s = 0.15 and cs is about 2, so the first-order correction is useless and the full sum must be used. The exponent is 8.25. If that slope were measured and extended as a straight line on logarithmic axes to 1 nA, the predicted rate would be

(12.2)^(−8.25) s⁻¹ ≈ 1.1×10⁻⁹ s⁻¹,

more than ten times the ladder's value. Conversely, rounding the measured 8.25 to the nearest integer would give 8 quanta instead of 10. In this model, a slope taken at a conveniently fast rate understates N.

**Electrons that transfer two quanta**

The derivation excluded two-quantum jumps. To see what they do, add a rate w₂ for 0→2, also proportional to current. A coupling through (a†)² has squared matrix element (n+1)(n+2), so the rate from n is w₂(n+1)(n+2)/2. Define

r = w₂γ/w².

Consider the flow between n and n+1, with n ≥ 1. Jumps from n−1 to n+1 add to it. Jumps from n to n+2 also do, but relative to wP_n they are of order w₂/w = rs and are dropped. Balance requires

(n+1)γP_{n+1} = (n+1)wP_n + w₂[n(n+1)/2]P_{n−1}.

Dividing by (n+1)γ and using P_{n−1} ≈ P_n/s in the small term,

P_{n+1} = sP_n(1 + nr/2).

This applies for n = 1 to N−2. The escape gains a jump from N−2 to N, at rate w₂(N−1)N/2. Relative to NwP_{N−1} it contributes (N−1)r/2, the same form with n = N−1. To first order in r the contributions add:

relative rise of R = (r/2)(1 + 2 + … + (N−1)) = N(N−1)r/4.

For N = 2 the rise is r/2, which is the ratio of the direct rate w₂ to 2w²/γ. The rate equations at r = 10⁻⁶ and s = 10⁻¹⁰ gave the general coefficient within a relative 0.1% for N = 2, 4 and 10.

As a trial value, let the two-quantum probability per electron be η² = 4×10⁻⁸. Then η cancels from r:

r = γe/I = 1/62.4 = 0.016,

where 62.4 is the number of electrons per vibrational lifetime. The first-order rise is 22.5 × 0.016 = 0.36. The full ladder without heat gives a rate factor of 1.42 and lowers the exponent from 9.83 to 9.51. With this trial value, the neglected jumps matter more at this current than heat at 300 K.

Since r grows as 1/I, lowering the current at fixed bias makes the single-quantum assumption worse. If pairs dominated completely, an even N would need N/2 electrons and the leading power would be I^(N/2). The tenth power is therefore a statement about single-quantum excitation, not a universal low-current law.

**Beside a real bond**

The quantum above is close to that of the silicon–hydrogen stretch. The breaking energy, the lifetime and η are choices for illustration, and the two-quantum probability is a trial value. In particular, 2.5 eV is well below the cost of removing a hydrogen atom from silane, SiH₄, into vacuum, which is nearly 4 eV. With E_B = 3.5 eV the ladder would need N = 14, and the cold rate at 1 nA would be smaller by a factor of about 3×10⁷. The absolute rate inherits these uncertainties strongly. At fixed w the leading law reads R = Nw^Nγ^(1−N), so halving the lifetime divides this leading rate by 2⁹ = 512; in the full ladder without heat the factor at 1 nA is 470. Heating the solid to 400 K, with γ held fixed, multiplies the cold rate at 1 nA by 1.51 instead of 1.03. The constant densities of states and the energy-independent tunnelling amplitude are simplifications too: silicon has a gap of about 1.1 eV, and tunnelling varies with energy over a 2 V window. With w held fixed, these enter the ladder only through κ, and any κ between 1.03 and 1.81 changes the cold rate at 1 nA by at most 6%. Energy-dependent tunnelling can also make η vary with the tip distance. Then w is no longer exactly proportional to the current, and the measured exponent shifts as well. Equal level spacing is a further assumption that a real bond does not obey. A Morse well with the same first quantum and the same breaking energy has 19 bound levels, so 19 single steps are needed instead of 10. If single steps alone were allowed and heat were absent, the weak-limit exponent would be 19. At 300 K and 1 nA it would be well below 19. If the ratio s were the same for every step, the thermal occupation would exceed it for steps below about 0.11 eV, which are the last 8 of the 19, and the solid would drive those steps more strongly than the electrons do. In a real solid the relaxation rate depends on the level spacing, so this count can change. The Morse well also permits two-quantum jumps through x itself: their squared matrix element is 1.4% of the one-quantum value from the ground level and 10% from level 9. These jumps reduce the number of electrons needed, and they are not a small correction. With the phase-space factor (2 − 0.51)/(2 − 0.26) = 0.86, the ground-level value gives w₂/w ≈ 0.012, about 60 times the trial ratio η. Then r ≈ 0.9 at 1 nA, and N(N−1)r/4 with N = 10 is about 21 at 1 nA and still about 1.7 at 12.2 nA. For a bond this anharmonic, single-quantum transfer does not hold at any current quoted above. How these effects combine in the rate has not been calculated here, so neither 10 nor 19 should be taken as the measured exponent of a real bond.

For extrapolation within the model, the conditions are fixed bias, single-quantum transfer (N(N−1)r/4 ≪ 1, which tightens as the current falls), cs ≪ 1 and Nn_B ≪ s. Where cs is not small, the full sum for T replaces the power law, as long as T remains much longer than the vibrational lifetime 1/γ, so that survival is still a single exponential. The values at the other currents are in the numerical output below.

Computed results

```
Rough typical inputs, Si-H stretch under a tip
vibrational quantum = 0.26 eV
breaking energy from ground level = 2.50 eV
lifetime of first excited level = 10.0 ns
bias = 2.00 V
temperature = 300 K
current = 1.00 nA
excitation probability per electron = 2.0e-04
Derived quantities
breaking energy / quantum = 9.615
quanta needed N = 10
most quanta one electron can pay for = 7
relaxation rate gamma = 1.000e+08 1/s
electrons per second = 6.2415e+09 1/s
electrons per lifetime = 62.42
excitation rate w = 1.2483e+06 1/s
s = w/gamma = 0.01248
kappa = 1.2989
correction coefficient c = 13.801
c*s = 0.1723
thermal occupation n_B at 300 K = 4.288e-05
N*n_B/s at 300 K = 0.0343
Rates at the example current
leading law N*gamma*s^N = 9.1875e-11 1/s
full ladder, no heat = 7.7445e-11 1/s
full ladder, 300 K = 8.0109e-11 1/s
mean breaking time, 300 K = 1.2483e+10 s
mean breaking time, 300 K = 395.8 years
current nA | rate 1/s at 300 K | exponent no heat | exponent 300 K
 0.25 | 9.616e-17 | 9.957 | 9.822
 0.50 | 8.814e-14 | 9.915 | 9.846
 1.00 | 8.011e-11 | 9.831 | 9.796
 2.00 | 6.816e-08 | 9.667 | 9.649
 4.00 | 4.984e-05 | 9.354 | 9.345
 8.00 | 2.716e-02 | 8.784 | 8.780
largest exponent at 300 K, ladder = 9.847
largest exponent at 300 K, estimate = 9.846
estimated current for it = 0.447 nA
current for one break per second = 12.21 nA
s there = 0.1524
exponent there = 8.250
Neglected effects at the example current
rate factor from heat at 300 K = 1.034
rate factor from heat at 400 K = 1.507
trial two-quantum probability eta^2 = 4.0e-08
first-order two-quantum rise = 0.360
rate factor from two-quantum jumps = 1.418
exponent with two-quantum jumps, no heat = 9.513
Morse anharmonic constant = 0.00714 eV
single steps needed in the Morse well = 19
two-step/one-step strength from level 0 = 0.0137
same ratio from level 9 = 0.0992
```
